# Imprint Shift from Fixed Interface Charge in a Ferroelectric Capacitor

A simulated ferroelectric capacitor, 10 nm of switchable film under a 2 nm passive layer, switches at $+1.150$ V and $-1.150$ V. When a fixed charge of $2\ \mu\mathrm{C/cm^2}$ is placed between the two layers and nothing else is altered, it switches at $+1.037$ V and $-1.263$ V. The width of the loop is unchanged, but its centre has moved by $-0.113$ V. The charge is one sixth of the saturation polarization, and the ferroelectric material itself is perfectly symmetric. What fixes the size and sign of the shift, and why does the width survive?

## Setting and conventions

Let $x$ run downward from the top electrode. The passive layer occupies $0<x<d$ and is a linear dielectric of relative permittivity $\varepsilon_i$. The ferroelectric occupies $d<x<d+t$. The top electrode is at voltage $V$ and the bottom electrode is grounded. Electric fields, displacements and polarization are positive when they point downward. A free charge $s$ per unit area lies at $x=d$.

The displacement in the ferroelectric is written as

$$D_f=\varepsilon_0\varepsilon_bE_f+P ,$$

where $\varepsilon_b$ describes the linear, non-switching response and $P$ is the switchable polarization. $P$ may depend on the whole history of $E_f$.

The assumptions are:

1. Every quantity is uniform in the plane, and $P$ is uniform through the film.
2. Neither layer leaks, and $s$ stays constant during the cycle.
3. The electrodes are ideal metals with equal work functions.
4. The ferroelectric is rate-independent: $P$ depends on the sequence of fields, not on the speed of the sweep.

The abbreviations used throughout are

$$C_p=\frac{\varepsilon_0\varepsilon_i}{d},\qquad t_{\rm eff}=t+\frac{\varepsilon_b}{\varepsilon_i}d .$$

$C_p$ is the capacitance per area of the passive layer.

## Lemma: the circuit relation

**Lemma.** Under assumptions 1–3,

$$V=E_ft_{\rm eff}+\frac{P-s}{C_p}. \tag{1}$$

**Proof.** Gauss's law for a thin box around the interface says that the displacement leaving below minus the displacement entering above equals the free charge inside:

$$D_f-D_i=s,\qquad D_i=\varepsilon_0\varepsilon_iE_i .$$

Hence $E_i=(D_f-s)/(\varepsilon_0\varepsilon_i)$. The potential falls along the field, so the drop from top to bottom is

$$V=E_id+E_ft=\frac{D_f-s}{C_p}+E_ft .$$

Inserting $D_f$ gives

$$V=E_f\left(t+\frac{\varepsilon_0\varepsilon_b}{C_p}\right)+\frac{P-s}{C_p}.$$

Since $\varepsilon_0\varepsilon_b/C_p=\varepsilon_bd/\varepsilon_i$, the bracket is $t_{\rm eff}$. ∎

## Theorem: the imprint shift

**Theorem.** Let assumptions 1–4 hold.

(a) If a history $V(\tau),E_f(\tau),P(\tau)$ is possible without interface charge, then the same $E_f(\tau),P(\tau)$ is possible with charge $s$ at the voltage $V(\tau)+\Delta V$, where

$$\boxed{\Delta V=-\frac{s}{C_p}=-\frac{s\,d}{\varepsilon_0\varepsilon_i}} \tag{2}$$

(b) If the drive saturates the film at both ends, with and without the charge, and $P$ varies continuously with $E_f$ along each branch, both voltages at which $P=0$ move by $\Delta V$. The nominal imprint field, defined as the shift divided by the total thickness, is

$$E_{\rm imp}=\frac{\Delta V}{t+d}=-\frac{s\,d}{\varepsilon_0\varepsilon_i(t+d)} .$$

**Proof.** (a) In (1) the charge enters through the additive term $-s/C_p$ alone. If $E_f$ and $P$ are kept the same at each instant, $V$ changes by that constant. The ferroelectric law relates $P$ to the history of $E_f$, which is unchanged, so it remains satisfied.

(b) Saturation means here that the film has reached a state that keeps no memory of earlier fields. Each branch of the loop then starts from the same saturated state in both cases, and along it $P$ is a function of $E_f$ alone. Let $E_c^{+}$ and $E_c^{-}$ be the fields at which $P=0$ on the rising and falling branches. Putting $P=0$ in (1) gives

$$V_c^{\pm}=E_c^{\pm}t_{\rm eff}-\frac{s}{C_p}. \tag{3}$$

Both voltages contain the same shift. ∎

Subtracting the two equations in (3) removes $s$, which is why the width survives. For a symmetric film, $E_c^\pm=\pm E_c$, the half-width is $E_ct_{\rm eff}$ and the centre lies at $\Delta V$.

The sign has a direct reading. A positive charge near the top electrode raises the potential there and produces a downward field in the film. This helps $P$ to point downward, so less positive voltage is needed to switch it that way and more negative voltage to switch it back.

## The example

The film has $t=10$ nm, $\varepsilon_b=30$, saturation polarization $P_s=12\ \mu\mathrm{C/cm^2}$ and mean coercive field 1 MV/cm. The passive layer has $d=2$ nm and $\varepsilon_i=40$. Its capacitance is $C_p=17.71\ \mu\mathrm{F/cm^2}$, so

$$\Delta V=-\frac{2\ \mu\mathrm{C/cm^2}}{17.71\ \mu\mathrm{F/cm^2}}=-0.113\ \mathrm V,\qquad
E_{\rm imp}=-\frac{0.113\ \mathrm V}{12\ \mathrm{nm}}=-0.094\ \mathrm{MV/cm}.$$

The effective thickness is $10+30\times2/40=11.5$ nm, and the half-width is $1\ \mathrm{MV/cm}\times11.5\ \mathrm{nm}=1.15$ V.

Two numerical tests support these values. A discretized Poisson equation with explicit free and bound charges gives a shift of $-0.1129$ V. The loop in the opening paragraph was computed from many bistable units with Gaussian spreads of 0.15 MV/cm in coercive field and 0.15 MV/cm in bias field, driven to $\pm3$ V. Its shift is $-0.113$ V, although its switching is gradual and depends on history.

Equation (2) does not contain $t$. At fixed $s$ and $d$, and with the drive raised so that the thicker film still saturates, doubling the ferroelectric thickness leaves the voltage shift unchanged and lowers the imprint field to $-0.051$ MV/cm.

## Remark: the field inside the film

Solving (1) for the field in the ferroelectric gives

$$E_f=\frac{V}{t_{\rm eff}}+\frac{s}{C_pt_{\rm eff}}-\frac{P}{C_pt_{\rm eff}} .$$

The second term is the inner bias field, here $0.113\ \mathrm V/11.5\ \mathrm{nm}=0.098$ MV/cm. It differs from $E_{\rm imp}$ in sign, because $E_{\rm imp}$ describes the external voltage that cancels it. It differs in size because $t_{\rm eff}$ is not $t+d$ unless $\varepsilon_b=\varepsilon_i$.

The third term is the depolarization field. At $V=0$, $s=0$ and full polarization it is $-0.59$ MV/cm, six times the bias field in size. It vanishes at $P=0$, so in a film that switches gradually it tilts the loop without moving the coercive voltages. A film that jumps as a whole starts its jump at nonzero $P$, where this field helps the switching. Its loop is then narrower than $2E_ct_{\rm eff}$, but by part (a) of the theorem it still shifts by $\Delta V$.

## Proposition: what a charge measurement shows

Suppose that the measured quantity is the charge on an electrode. For the top electrode it equals the displacement just below it:

$$Q=D_i=D_f-s .$$

An integrator records changes of $Q$ and misses the constant $-s$. The vertical position of the loop must therefore be chosen. One choice is to put zero midway between the two end points.

**Proposition.** For a symmetric, saturated film, a loop of $Q$ centred by its end points shows, to first order in $\Delta V$, the shift

$$\Delta V_Q=\Delta V\left(1-\frac{C_{\rm sat}}{C_c}\right), \tag{4}$$

where $C_{\rm sat}$ and $C_c$ are the slopes $dQ/dV$ in saturation and at the coercive voltage of $Q$.

**Proof.** Let $Q_0(V)$ be a branch of the loop without charge. By the theorem, the branch with charge is $Q(V)=Q_0(V-\Delta V)-s$. Near its ends $P$ is constant and $Q_0$ is linear, with slope $C_{\rm sat}=\varepsilon_0\varepsilon_b/t_{\rm eff}$. If $\pm Q_m$ are the end values without charge, the new ones are

$$Q(\pm V_m)=\pm Q_m-C_{\rm sat}\Delta V-s .$$

Their midpoint is $-C_{\rm sat}\Delta V-s$. The centred loop crosses zero where $Q$ equals this midpoint, that is, where $Q_0(V-\Delta V)=-C_{\rm sat}\Delta V$. Let $\pm V_q$ be the zeros of $Q_0$. Expanding about them,

$$C_c\left(V-\Delta V\mp V_q\right)=-C_{\rm sat}\Delta V
\quad\Rightarrow\quad
V=\pm V_q+\Delta V\left(1-\frac{C_{\rm sat}}{C_c}\right).$$

By symmetry $C_c$ is the same on both branches, so the centre moves by (4). ∎

In the example the slopes are 2.31 and 12.82 $\mu\mathrm{F/cm^2}$. The factor is $1-2.31/12.82=0.82$, and (4) gives $-0.0926$ V. The simulated reading is $-0.0923$ V. This way of centring thus hides 18% of the true shift. Subtracting the linear background first and centring the switched polarization removes the error, provided that the loop is saturated.

## Remark: unsaturated loops

Part (a) of the theorem holds for any drive, but part (b) needs saturation. With a drive of $\pm V_m$, the film behaves as an uncharged one driven between $-V_m-\Delta V$ and $V_m-\Delta V$. For $V_m=1.5$ V this window runs from $-1.387$ to $+1.613$ V. A minor loop depends on its turning points, so the off-centre window changes the loop itself.

In the simulation at 1.5 V, started from zero net polarization, the peak polarization without charge is $4.77\ \mu\mathrm{C/cm^2}$, well below saturation. With $P$ centred by its end points, the apparent shift is $-0.021$ V instead of $-0.113$ V. The limit of small drive is clear without a model: both crossings must lie between $-V_m$ and $V_m$, so their midpoint tends to zero with $V_m$. A small shift in a minor loop therefore does not by itself show that the interface charge is small.

## Extension 1: charge spread through the passive layer

Let the free charge have density $\rho(x)$ in $0<x<d$. Gauss's law gives $D(x)=Q+\int_0^x\rho(x')\,dx'$. Integrating once more, a charge at $x'$ contributes over the remaining distance $d-x'$, so the drop across the layer is

$$V_i=\frac1{\varepsilon_0\varepsilon_i}\left[Qd+\int_0^d(d-x')\rho(x')\,dx'\right].$$

Since $Q=D_f-\int_0^d\rho\,dx'$, the terms proportional to $d\int\rho\,dx'$ cancel:

$$V_i=\frac{D_f}{C_p}-\frac1{\varepsilon_0\varepsilon_i}\int_0^dx'\rho(x')\,dx' .$$

At fixed state of the film,

$$\Delta V=-\frac1{\varepsilon_0\varepsilon_i}\int_0^dx\,\rho(x)\,dx .$$

The shift measures the first moment of the charge about the electrode. Charge touching an ideal electrode has no effect, and charge at the ferroelectric interface has the full effect (2). The same total spread uniformly gives half of it, $-0.0565$ V in the example; the Poisson solution confirms this.

## Extension 2: charge that follows the switching

Suppose that part of the charge is exchanged at the ends of the sweep. Let it be $s_0-a$ along the rising branch and $s_0+a$ along the falling one, with $a>0$. For a symmetric film, (3) becomes

$$V_c^+=E_ct_{\rm eff}-\frac{s_0-a}{C_p},\qquad
V_c^-=-E_ct_{\rm eff}-\frac{s_0+a}{C_p}.$$

Half the sum and half the difference are

$$\frac{V_c^++V_c^-}2=-\frac{s_0}{C_p},\qquad
\frac{V_c^+-V_c^-}2=E_ct_{\rm eff}+\frac a{C_p}.$$

The mean charge moves the loop, and the exchanged charge widens it. With $s_0=2$ and $a=1\ \mu\mathrm{C/cm^2}$ the simulated shift is $-0.1135$ V, and the half-width grows by 0.0565 V, as the formula predicts.

If instead the charge follows $P$ without delay, $s=s_0+bP$ with constant $b\le1$, then $s=s_0$ at $P=0$. By (1) the coercive voltages have the shift $-s_0/C_p$ and no extra width.

## Extension 3: electrodes with finite screening length

In a real metal the field penetrates a short distance. Take linear screening with length $L$, so that the potential in the metal decays as $e^{-|x|/L}$ from the surface, and let the metal's own background permittivity be that of vacuum. The field at its surface is $D/\varepsilon_0$, and integrating the exponential gives a drop $DL/\varepsilon_0$. At the top $D=D_f-s$, while at the bottom $D=D_f$. Therefore

$$V=E_ft+\frac{D_f-s}{\varepsilon_0}\left(\frac d{\varepsilon_i}+L\right)+\frac{D_fL}{\varepsilon_0},
\qquad
\Delta V=-\frac s{\varepsilon_0}\left(\frac d{\varepsilon_i}+L\right). \tag{5}$$

Only the top electrode enters the shift, but both add to depolarization. This limits the $L$ for which the full polarization survives at zero voltage. Put $w=d/\varepsilon_i+2L$ and $V=s=0$. Then $E_ft+(\varepsilon_0\varepsilon_bE_f+P_s)w/\varepsilon_0=0$, so

$$|E_f|=\frac{P_sw}{\varepsilon_0(t+\varepsilon_bw)} .$$

This field never exceeds $P_s/(\varepsilon_0\varepsilon_b)$, so for $P_s\le\varepsilon_0\varepsilon_bE_c$ there is no limit. Otherwise, requiring $|E_f|\le E_c$ gives

$$w\le\frac{\varepsilon_0E_ct}{P_s-\varepsilon_0\varepsilon_bE_c}.$$

For a film with the example's values and a single sharp coercive field of 1 MV/cm this means $L\le0.022$ nm, to be compared with $d/\varepsilon_i=0.05$ nm. For that $L$, (5) gives a shift of $-0.163$ V, 45% larger than with ideal electrodes. The limit was derived for $s=0$. With the charge present, its bias field adds to the depolarization field of the upward state, and the condition $P_sw+s(d/\varepsilon_i+L)\le\varepsilon_0E_c(t+\varepsilon_bw)$ lowers the limit to 0.015 nm.

A free-electron estimate with $5\times10^{22}$ electrons per $\mathrm{cm^3}$ gives $L=0.060$ nm, beyond the limit. Within this model such electrodes would not let the full polarization survive at zero voltage unless other charge compensated it. Equation (5) does not depend on that survival: for a film that switches gradually and is driven to saturation, it enlarges the ideal shift by the factor $(0.05+0.06)/0.05=2.2$. A drive of 3 V would not saturate such a film, because the term $P_sw/\varepsilon_0$ alone takes 2.3 V. For a passive layer with $d/\varepsilon_i$ as small as here, electrode screening is thus a large uncertainty when $C_p$ is calculated from the layer thickness.

## Extension 4: charges are discrete

The example has $1.25\times10^{13}$ elementary charges per $\mathrm{cm^2}$, one for each square of side 2.8 nm. This length is comparable with $d$, so a uniform sheet may look doubtful. Consider one charge $q$ at distance $d$ from an ideal electrode, in a medium of permittivity $\varepsilon_i$ extending far below. With its image, the potential at depth $z$ below the charge plane and lateral distance $r$ is

$$\phi(r)=\frac q{4\pi\varepsilon_0\varepsilon_i}\left[\frac1{\sqrt{r^2+z^2}}-\frac1{\sqrt{r^2+(z+2d)^2}}\right].$$

For $n$ charges per area the mean potential is

$$n\int_0^\infty2\pi r\,\phi\,dr
=\frac{nq}{2\varepsilon_0\varepsilon_i}\left[\sqrt{r^2+z^2}-\sqrt{r^2+(z+2d)^2}\right]_0^\infty
=\frac{nqd}{\varepsilon_0\varepsilon_i}.$$

The bracket vanishes at infinity and equals $-2d$ at $r=0$. The result is $-\Delta V$, so discreteness leaves the mean unchanged. For independently placed charges the variance is $n\int2\pi r\phi^2dr$, which gives an rms random potential of 0.024 V at $z=1$ nm, about a fifth of the mean. Switching responds to the field, which fluctuates more strongly: the same integral with $-\partial\phi/\partial z$ in place of $\phi$ gives an rms field of 0.14 MV/cm at that depth, larger than the inner bias field of 0.098 MV/cm. Near the interface the uniform sheet therefore describes only the lateral average. This estimate omits the bottom electrode and the contrast between the two layers.

## When is the charge fixed?

At the negative end of the drive, with the charge present and $P=-P_s$, (1) gives

$$E_f=\frac{-3\ \mathrm V+(2+12)/17.71\ \mathrm V}{11.5\ \mathrm{nm}}=-1.92\ \mathrm{MV/cm}.$$

The film takes $-1.92$ V and the passive layer the remaining $-1.08$ V. At the positive end the passive layer carries $+0.88$ V.

An electron level at the interface moves relative to the Fermi energy of the top electrode by $eE_id$, so it sinks by up to 1.08 eV. In the mean potential of a uniform sheet, a defect that is positive when empty gains no electron from the top electrode during the cycle, thermal occupation aside, if its level lies more than 1.08 eV above that Fermi energy at zero passive field. Otherwise it can capture an electron. The random potential of discrete charges lowers some levels further, so the threshold is not sharp.

Slow tunnelling does not protect it here. With a barrier $\Phi=2$ eV, an effective mass $m=0.2$ electron masses and an attempt time of $10^{-13}$ s, all rough inputs, the exchange time $10^{-13}\,\mathrm s\times e^{2\kappa d}$, with $\kappa=\sqrt{2m\Phi}/\hbar$, is about $4\times10^{-8}$ s. A loop period of 1 ms is far longer. This estimate takes the barrier as rectangular, and it would make the two times equal at a passive thickness of about 3.6 nm. The voltage across the layer tilts the barrier and can shorten the exchange time at the ends of the sweep, so 3.6 nm cannot be relied on to keep the charge fixed under full drive.

## Comparison with real films

The parameters of the ferroelectric layer lie in the regime of hafnium-zirconium oxide films between titanium nitride electrodes. A thickness near 10 nm, a coercive field near 1 MV/cm and a polarization of 10 to 20 $\mu\mathrm{C/cm^2}$ are rough typical values there. The passive layer and its charge are much less certain and are assumed here. The peak passive field, 5.4 MV/cm, exceeds the rough breakdown strength of 5 MV/cm taken here, and that value is itself optimistic, because oxides with a permittivity near 40 often break down at lower fields. At full drive a real layer may therefore leak or break down. The example illustrates the electrostatics and should not be read as a design for a device that survives repeated cycling. Leakage changes $s$, and the shift follows in proportion: losing half of the mean charge halves it. Unequal electrodes also shift the loop, because a work-function difference adds a constant to (1). A step of 0.1 V moves the loop as much as $1.77\ \mu\mathrm{C/cm^2}$ of interface charge. Changing $t$ cannot separate the two causes, since in a saturated loop neither voltage shift depends on it. Changing $d$ can, if $s$ and the work functions stay fixed, because only the charge term grows with $d$. The remaining values are listed in the numerical output.

## Numbers as computed

```
passive thickness d: 2 nm
ferroelectric thickness t: 10 nm
passive permittivity: 40 (relative)
ferroelectric background permittivity: 30 (relative)
saturation polarization: 12 uC/cm2
mean coercive field of the units: 1 MV/cm
spread of unit coercive fields: 0.15 MV/cm
spread of unit bias fields: 0.15 MV/cm
interface charge s: 2 uC/cm2
interface charge number density: 1.248e+13 1/cm2
drive amplitude: 3 V
passive capacitance C_p: 17.71 uF/cm2
voltage shift, formula: -0.1129 V
voltage shift, Poisson solution: -0.1129 V
imprint field, formula: -0.09412 MV/cm
imprint field for doubled t: -0.05134 MV/cm
inner bias field at fixed V: 0.09821 MV/cm
depolarization field at V=0, full P: -0.5893 MV/cm
shift, charge spread uniformly: -0.05647 V
loop half-width, no charge: 1.15 V
loop shift from simulated P: -0.113 V
positive coercive voltage with charge: 1.037 V
negative coercive voltage with charge: -1.263 V
slope of Q at saturation: 2.31 uF/cm2
slope of Q at coercivity: 12.82 uF/cm2
shift from end-point-centred Q, simulated: -0.09234 V
shift from end-point-centred Q, formula: -0.09258 V
minor-loop drive amplitude: 1.5 V
minor-loop peak P without charge: 4.77 uC/cm2
minor-loop shift: -0.02063 V
lagging charge amplitude a: 1 uC/cm2
shift with lagging charge: -0.1135 V
half-width gain with lag, simulated: 0.0565 V
half-width gain with lag, formula: 0.05647 V
lowest voltage across passive layer: -1.079 V
highest voltage across passive layer: 0.8824 V
peak field in passive layer: 5.394 MV/cm
rough breakdown strength (input): 5 MV/cm
tunnel barrier (rough input): 2 eV
tunnel mass (rough input): 0.2 electron masses
attempt time (rough input): 1e-13 s
trap tunnelling time through d: 4.3e-08 s
loop period (input): 0.001 s
thickness for tunnelling time = period: 3.6 nm
largest screening length L allowed: 0.0224 nm
shift with that L: -0.1635 V
metal electron density (rough input): 5e+22 1/cm3
free-electron screening length: 0.06 nm
charge equivalent to 0.1 V work-function step: 1.771 uC/cm2
mean spacing of elementary charges: 2.83 nm
mean potential of discrete charges: 0.1129 V
rms random potential 1 nm inside film: 0.024 V
```
